# Ionic dielectric susceptibility from polarization fluctuations at zero macroscopic field, part 2

The problem is to obtain the static ionic susceptibility of a periodic cell of fixed shape and volume $V$ from its polarization fluctuations. Short-circuited electrodes hold the macroscopic field $\mathbf E$ at zero. Numbers are in electronvolts, angstroms and elementary charges, with $\varepsilon_0=0.0055263\ e/(\mathrm{V\,Å})$, $\beta=1/(k_BT)$ and $k_BT=0.02585$ eV at 300 K.

For given nuclei, $\mathbf P^0$ is the zero-field polarization and $U$ the energy. A field induces the extra electronic polarization $\mathbf P^e=\varepsilon_0\chi^e\mathbf E$, and the total is $\mathbf P=\mathbf P^0+\mathbf P^e$. For classical nuclei, with thermal averages at zero field,

$$
\chi^{\rm ion}_{ab}=\frac{V}{\varepsilon_0k_BT}\Big[\langle P^0_aP^0_b\rangle-\langle P^0_a\rangle\langle P^0_b\rangle\Big].
\tag{1}
$$

Differentiating the normalized Boltzmann average of $\mathbf P$ with respect to the field gave the total susceptibility

$$
\chi_{ab}=\langle\chi^e_{ab}\rangle+\frac{\beta V}{\varepsilon_0}\,\mathrm{Cov}(P^0_a,P^0_b).
\tag{5}
$$

Two examples continue, both with $V=120\ \mathrm{Å^3}$. The single spring, or mode, has coordinate $u$, energy $\frac12Ku^2$ and $P^0=qu/V$. With $q=6\,e$ and $K=12\ \mathrm{eV/Å^2}$, $\chi^{\rm ion}=q^2/(\varepsilon_0VK)=4.52$.

The ferroelectric model has coordinates $\mathbf u=(x,y,z)$ in angstroms and energy in eV

$$
\begin{aligned}
U={}&2.5x^2+3y^2+xy+xz\\
&-4z^2+20z^4+10(x^2+y^2)z^2 ,
\end{aligned}
$$

$$
\mathbf P^0=\frac{B\mathbf u-2\mathbf u|\mathbf u|^2}{V},\qquad
\chi^e_{ab}=4\delta_{ab}+2u_au_b,
$$

$$
B=\begin{pmatrix}5&0.3&0\\0.2&5&0\\0&0.4&6\end{pmatrix}e.
$$

Its two equivalent wells are separated by the plane $z=0$, with a barrier of 0.207 eV. Averaging over $z>0$ at 300 K gives $\chi^{\rm ion}_{zz}=3.40$. The dynamical charges are $Z^*_{ai}=V\,\partial P^0_a/\partial u_i$. The harmonic values in the final output are the low-temperature limit at the minimum.

That output also lists a ring of coupled anharmonic cells, whose susceptibility converges with the number of cells. Its "same-cell terms only" entry omits correlations between different cells.

### The same mode with its circuit open

Suppose that no free charge can reach the faces normal to the polar axis. The displacement field along this axis then stays at $D=\varepsilon_0E+P=0$, and every fluctuation creates an opposing field $E=-P/\varepsilon_0$. Its energy is $\frac12\varepsilon_0VE^2=VP^2/(2\varepsilon_0)$. With $P=P^0+P^e$ and a constant $\chi^e$, the energy added to $U$ is

$$
G=\frac{V}{2\varepsilon_0}\left[\frac{(P^e)^2}{\chi^e}+(P^0+P^e)^2\right].
$$

Minimizing over the electrons gives $P^e/\chi^e+P^0+P^e=0$, or $P^e=-\chi^eP^0/(1+\chi^e)$. Then $P^0+P^e=P^0/(1+\chi^e)$, and the bracket equals

$$
\frac{\chi^e(P^0)^2}{(1+\chi^e)^2}+\frac{(P^0)^2}{(1+\chi^e)^2}=\frac{(P^0)^2}{\varepsilon_\infty},\qquad \varepsilon_\infty=1+\chi^e .
$$

For a harmonic mode at $E=0$ the variance is $\varepsilon_0k_BT\chi^{\rm ion}/V$. Its Gaussian weight therefore has the exponent $-\beta V(P^0)^2/(2\varepsilon_0\chi^{\rm ion})$. The open circuit adds $-\beta V(P^0)^2/(2\varepsilon_0\varepsilon_\infty)$. Define the scaled variance $X_D=\beta V\,\mathrm{Var}_D(P^0)/\varepsilon_0$. Adding the coefficients gives

$$
\frac1{X_D}=\frac1{\chi^{\rm ion}}+\frac1{\varepsilon_\infty},\qquad
X_D=\frac{\varepsilon_\infty\chi^{\rm ion}}{\varepsilon_\infty+\chi^{\rm ion}} .
\tag{7}
$$

For the single spring with $\chi^e=4$ this is $5\times4.524/9.524=2.375$. Quadrature with a numerical minimization over the electrons agrees. Using equation (1) on these data without correction would give about half the true susceptibility.

Solving (7) for the unknown gives $\chi^{\rm ion}=\varepsilon_\infty X_D/(\varepsilon_\infty-X_D)$, which returns 4.524. The inversion relies on a Gaussian distribution of $P^0$. If an energy $250u^4$ eV is added to the single spring, it returns 3.66 where the classical value is 3.35. Even for a harmonic mode it becomes delicate when the mode is soft. As $\chi^{\rm ion}$ grows, $X_D$ approaches $\varepsilon_\infty$ and loses its sensitivity to the spring. Differentiation gives

$$
\frac{d\ln\chi^{\rm ion}}{d\ln X_D}=\frac{\varepsilon_\infty}{\varepsilon_\infty-X_D}=1+\frac{\chi^{\rm ion}}{\varepsilon_\infty}.
$$

A small relative error in $X_D$ is multiplied by 1.9 here, and by a larger factor for a softer mode. Conducting boundaries avoid this amplification.

### When both wells enter the average

In the ferroelectric model the two wells have equal weight and opposite mean polarizations $\pm\bar{\mathbf P}$. By inversion symmetry they have the same internal covariance $C$. The second moment within either well is $C_{ab}+\bar P_a\bar P_b$, while the mean over both wells is zero. Hence

$$
\mathrm{Cov}_{\rm both}(P^0_a,P^0_b)=C_{ab}+\bar P_a\bar P_b .
$$

With $\bar P_z=0.014784\ e/\mathrm{Å^2}$, the added susceptibility is

$$
\frac{V\bar P_z^2}{\varepsilon_0k_BT}=\frac{120\times(0.014784)^2}{0.0055263\times0.025852}=183.6 .
$$

The result over both wells is 187.0, against 3.40 for one well. The large value is not an algebraic error. It is the linear response of an equilibrium in which the entire cell can switch, and a finite-field test confirms it. It applies if the field varies slowly enough for the well populations to adjust, and if $V\bar P_zE\ll k_BT$. With $V\bar P_z=1.77\ e\,\mathrm{Å}$, that means $E\ll0.015$ V/Å.

The switching term is proportional to $V$ if the whole supercell reverses as one unit. It then does not converge to a property of the material. For the intrinsic response of a single clamped domain that stays in one polarization state, the average belongs to that well. The measured permittivity of a real ferroelectric capacitor can also contain domain-wall motion and strain, which this model does not describe. A trajectory that crosses the barrier once or twice estimates neither quantity reliably: its covariance depends on how the time happened to be divided between the wells.

### Quantum nuclei

For quantum nuclei the polarization operator need not commute with the Hamiltonian $H$. Write $H_E=H-VE\hat P$ for one axis, leaving the electronic term aside. To differentiate the exponential, split it into $n$ equal factors $e^{-\beta H_E/n}$, differentiate each in turn and let $n\to\infty$:

$$
\frac{d}{dE}e^{-\beta H_E}\Big|_{0}=V\int_0^\beta d\lambda\,e^{-(\beta-\lambda)H}\hat P\,e^{-\lambda H}.
$$

With this derivative in place of the classical one, the steps that led to (5) give

$$
\chi^{\rm ion}=\frac V{\varepsilon_0}\int_0^\beta d\lambda\Big[\langle e^{\lambda H}\hat Pe^{-\lambda H}\hat P\rangle-\langle\hat P\rangle^2\Big].
\tag{8}
$$

This is the Kubo-transformed covariance. If $\hat P$ commutes with $H$, or in the classical limit, the integrand is constant and the integral becomes $\beta$ times the ordinary covariance.

Between energy eigenstates $m$ and $n$, with probabilities $p_n=e^{-\beta\epsilon_n}/Z$, the integral over $\lambda$ produces

$$
\frac1Z\int_0^\beta e^{-(\beta-\lambda)\epsilon_m-\lambda\epsilon_n}d\lambda=\frac{p_n-p_m}{\epsilon_m-\epsilon_n}.
$$

Apply this to a harmonic mode of mass $\mu$ and frequency $\omega$, with $K=\mu\omega^2$. The nonzero matrix elements are $|u_{n,n+1}|^2=\hbar(n+1)/(2\mu\omega)$. Each pair occurs in both orders, so

$$
2\sum_n\frac{\hbar(n+1)}{2\mu\omega}\,\frac{p_n-p_{n+1}}{\hbar\omega}
=\frac1K\sum_n(n+1)(p_n-p_{n+1})=\frac1K .
$$

The last sum telescopes to $\sum_np_n=1$. Multiplication by $q^2/(\varepsilon_0V)$ returns the classical susceptibility at any temperature.

The equal-time covariance behaves differently, because it includes zero-point motion. From $\langle u^2\rangle=\frac{\hbar}{2\mu\omega}\coth x$ with $x=\hbar\omega/(2k_BT)$,

$$
\frac{\beta\langle u^2\rangle}{1/K}=\frac{\hbar\omega}{2k_BT}\coth x=x\coth x .
$$

For a mass of 20 atomic mass units the quantum is 50.1 meV, so $x=0.97$ at 300 K. The Kubo value is 4.52 and the equal-time value is 5.86, too large by the factor 1.29. Quantum position fluctuations must therefore not be inserted directly into the classical formula.

The agreement between classical and quantum static response was derived for a harmonic mode. With an added energy of $250u^4$ eV ($u$ in angstroms), the Kubo value is 3.06, the classical value 3.35 and the equal-time value 4.36. Here classical nuclei overestimate the response by 9%. The Kubo values agree with the response to a finite field in both cases.

### Errors of a learned potential

A learned potential samples $U+\delta U$ in place of $U$. Introduce a parameter through $U+\lambda\,\delta U$ and write $\Delta=\delta U-\langle\delta U\rangle$. For any observable $A$ that does not depend on $\lambda$, the derivative of the normalized weight gives $d\langle A\rangle/d\lambda=-\beta\langle A\Delta\rangle$ at $\lambda=0$. For two components of the polarization the product rule yields

$$
\frac{d\,\mathrm{Cov}(P^0_a,P^0_b)}{d\lambda}
=-\beta\big[\langle P^0_aP^0_b\Delta\rangle-\langle P^0_a\Delta\rangle\langle P^0_b\rangle-\langle P^0_a\rangle\langle P^0_b\Delta\rangle\big].
$$

Since $\langle\Delta\rangle=0$, the bracket equals $\langle\delta P_a\delta P_b\Delta\rangle$ with $\delta P_a=P^0_a-\langle P^0_a\rangle$. Hence, to first order in the error,

$$
\delta\chi^{\rm ion}_{ab}=-\frac{\beta^2V}{\varepsilon_0}\langle\delta P_a\,\delta P_b\,\Delta\rangle .
\tag{9}
$$

A constant energy error cancels. To this order, what matters is how the error correlates with the product $\delta P_a\,\delta P_b$, which for a diagonal component is the squared polarization fluctuation.

The spring provides a limit. For $\delta U=\frac12\kappa u^2$ and $\sigma^2=k_BT/K$, the Gaussian fourth moment $3\sigma^4$ gives $\langle u^2\Delta\rangle=\frac12\kappa(3\sigma^4-\sigma^4)=\kappa\sigma^4$. Equation (9) becomes $-q^2\kappa/(\varepsilon_0VK^2)$, which is the first-order change of $q^2/(\varepsilon_0VK)$ when $K$ increases by $\kappa$.

In the ferroelectric model I add the error $0.2z^2$ eV, with $z$ in angstroms. Its root-mean-square value after removal of the mean is 5.2 meV for the whole cell, one fifth of $k_BT$. Equation (9) predicts that $\chi^{\rm ion}_{zz}$ rises by 0.31; the actual rise is 0.34, or 10% of 3.40.

The sign can be understood from the uncoupled well $-Az^2+Bz^4$. Its minimum satisfies $z_0^2=A/(2B)$, and its curvature there is $-2A+12Bz_0^2=4A$. The error lowers $A$ from 4 to 3.8 and so softens the displaced well by 5%, although the same term would stiffen a well centred at zero. The rest of the change comes mainly from thermal anharmonicity, including the rare configurations near the plane $z=0$, and from the nonlinear polarization, whose dynamical charge grows when the minimum shifts towards zero. The couplings between coordinates matter little here.

A learned polarization brings its own error $\delta\mathbf p(R)$. Expanding the covariance of $\mathbf P^0+\delta\mathbf p$ adds $\mathrm{Cov}(P^0_a,\delta p_b)+\mathrm{Cov}(\delta p_a,P^0_b)+\mathrm{Cov}(\delta p_a,\delta p_b)$. A constant offset cancels, whereas a common scale factor $1+s$ multiplies the susceptibility by $(1+s)^2$.

### How long to sample

Let one component of $\delta P$ be Gaussian with variance $\sigma^2$ and correlation $\sigma^2e^{-|t|/\tau}$, and let the run last $t_r\gg\tau$. For Gaussian variables the squared fluctuation has correlation $2\sigma^4e^{-2|t|/\tau}$, whose integral over all $t$ is $2\sigma^4\tau$. The variance of a time average is this integral divided by $t_r$, to leading order. The relative standard error of the estimated susceptibility is therefore

$$
\frac{\sqrt{2\sigma^4\tau/t_r}}{\sigma^2}=\sqrt{\frac{2\tau}{t_r}} .
$$

Subtracting the run's own mean removes the variance of that mean, $2\sigma^2\tau/t_r$, and produces the relative bias $-2\tau/t_r$.

For $t_r=100\tau$ the formulas give an error of 14.1% and a bias of $-2.0\%$. A set of 4000 synthetic trajectories gives 14.0% and $-1.7\%$. The statistical uncertainty of that bias is $14.0\%/\sqrt{4000}=0.2\%$, so the difference is not significant. A 5% standard error requires $t_r=2\tau/(0.05)^2=800\tau$. The relevant $\tau$ is that of the total polarization, within the well being studied. These numbers hold for Gaussian fluctuations with purely exponential decay. For an oscillating correlation $\sigma^2e^{-|t|/\tau}\cos\omega t$ with $\omega\tau\gg1$, as for an underdamped polar phonon, the same integrals give an error near $\sqrt{\tau/t_r}$ and a bias smaller by the factor $1+\omega^2\tau^2$. Non-Gaussian tails work the other way: in the ferroelectric model at 300 K the variance of the squared fluctuation of $P^0_z$ is about 1.8 times the Gaussian value $2\sigma^4$. The values behind these comparisons are in the numerical output below.

## Values computed for the example and the checks

```
vacuum permittivity: 0.0055263 e/(V angstrom)
thermal energy at 300 K: 0.025852 eV
supercell volume: 120.0 angstrom^3
mean polarization x y z, one well: -0.001770 0.000150 0.014784 e/angstrom^2
mean polarization z, one well: 23.69 microcoulomb/cm^2
covariance of P_z, one well: 4.0499e-06 e^2/angstrom^4
ionic chi, row x: 5.0335 -0.1538 -0.1597 (dimensionless)
ionic chi, row y: -0.1538 4.4090 0.3504 (dimensionless)
ionic chi, row z: -0.1597 0.3504 3.4017 (dimensionless)
electronic chi, row x: 4.0117 -0.0015 -0.0278 (dimensionless)
electronic chi, row y: -0.0015 4.0067 0.0035 (dimensionless)
electronic chi, row z: -0.0278 0.0035 4.1916 (dimensionless)
total chi from finite field, row x: 9.0452 -0.1553 -0.1875 (dimensionless)
total chi from finite field, row y: -0.1553 8.4158 0.3539 (dimensionless)
total chi from finite field, row z: -0.1875 0.3539 7.5933 (dimensionless)
ionic chi_zz evaluated in atomic units: 3.4017 
barrier between wells: 0.2073 eV
harmonic ionic chi xx yy zz: 4.9458 4.3508 2.7066 
ionic chi_zz minus harmonic value at 4 K and 8 K: 0.005724 0.011465 
ionic chi_zz at 100, 200, 300 K: 2.8649 3.0751 3.4017 
covariance formula zz over both wells: 186.98 
switching part zz: 183.58 
rms potential error after removing its mean: 5.206 meV
change of chi_zz, first order and actual: 0.30892 0.34027 
ring chi for 2 4 8 16 32 cells: 14.1636 14.6657 14.7289 14.7298 14.7298 
ring chi, same-cell terms only, 32 cells: 7.2501 
mode: ionic chi at E=0: 4.5238 
mode: scaled variance at D=0: 2.3750 
mode: chi recovered from D=0 data: 4.5238 
mode quantum: 50.08 meV
harmonic mode: Kubo chi, equal-time value: 4.5238 5.8573 
quartic mode: Kubo, equal-time, classical: 3.0633 4.3608 3.3470 
run length: 100 correlation times
relative bias: simulated, formula: -0.0172 -0.0200 
relative error: simulated, formula: 0.1395 0.1414
```
